# Breakdown width of an avalanche region with unequal ionisation coefficients

## The problem

A region $0<x<W$ carries a strong uniform field. Electrons drift towards $+x$ and holes towards $-x$. An electron creates on average $\alpha$ new electron–hole pairs per unit length of its path, and a hole creates $\beta$. Both coefficients are constant:

$$\alpha=2\times10^{4}\ \mathrm{cm^{-1}},\qquad \beta=1\times10^{3}\ \mathrm{cm^{-1}} .$$

A small steady current of electrons enters at $x=0$. Find the factor by which it is multiplied, and the width at which avalanche breakdown sets in.

Breakdown here means that the mean multiplication diverges. Ionisation is taken to be local: a carrier can ionise from the moment of its birth, at a rate that does not depend on its history. The carriers do not disturb the field, they do not recombine, and no pairs arise thermally or by tunnelling.

## A tempting solution

An avalanche sustains itself when each pair produces, on average, one further pair. Consider a pair born at $x$. Its electron travels the distance $W-x$ to the right-hand edge, and its hole travels $x$ to the left-hand edge. The mean number of successors is therefore

$$N(x)=\alpha(W-x)+\beta x .$$

The field and the coefficients are uniform, so the births are taken to be spread evenly over the region. The average of $x$ is then $W/2$, and

$$\overline N=\frac{(\alpha+\beta)W}{2} .$$

Setting $\overline N=1$ gives

$$W=\frac{2}{\alpha+\beta}=\frac{2}{2.1\times10^{4}\ \mathrm{cm^{-1}}}\approx0.95\ \mathrm{\mu m}.$$

## Where it fails

The criterion of one successor per pair is sound, and so is $N(x)$. The fault lies in the even spread of births. Uniform coefficients make the ionisation probability per carrier uniform, but the number of carriers passing a point is not uniform. Electrons multiply as they move to the right, so births crowd towards $x=W$. A pair born there has a short electron path and a long hole path, and the hole is the weaker ioniser by a factor of 20. Such a pair has fewer successors than the even average suggests.

The effect can be seen by following the generations at $W=1\ \mathrm{\mu m}$, a width at which the tempting solution already predicts breakdown. One injected electron crosses the region and creates on average $\alpha W=2.000$ pairs. These first pairs really are spread evenly, because a single electron ionises at a constant rate. The second generation accordingly contains $2.000\times1.05=2.100$ pairs, as the tempting argument says. The third, however, contains 1.603 and the fourth 1.052. The chain grows once and then decays. The even average describes one step, while breakdown depends on what happens after many.

What is needed is the true distribution of carriers, and the current equations supply it.

## The multiplication equations

Let $J_n(x)$ and $J_p(x)$ be the magnitudes of the electron and hole current densities. Electrons moving right and holes moving left carry conventional current in the same direction, so the magnitudes add.

In a slice of thickness $dx$, electrons create pairs in proportion to $\alpha J_n\,dx$ and holes in proportion to $\beta J_p\,dx$. Each pair adds one electron to the flow leaving on the right, and one hole to the flow leaving on the left. In the steady state

$$\frac{dJ_n}{dx}=\alpha J_n+\beta J_p,\qquad -\frac{dJ_p}{dx}=\alpha J_n+\beta J_p .$$

The minus sign appears because the hole current grows in the direction of hole motion, towards smaller $x$. Subtracting the second equation from the first gives

$$\frac{d}{dx}(J_n+J_p)=0,$$

so the total current density $J=J_n+J_p$ is the same at every $x$. Put $J_p=J-J_n$ into the first equation and write $\delta=\alpha-\beta$:

$$\frac{dJ_n}{dx}=\alpha J_n+\beta(J-J_n)=\delta J_n+\beta J .$$

This is a linear first-order equation with a constant source. Multiplying by $e^{-\delta x}$ turns the terms in $J_n$ into a single derivative:

$$\frac{d}{dx}\left(J_ne^{-\delta x}\right)=\beta J\,e^{-\delta x}.$$

Integration from $0$ to $W$ gives

$$J_n(W)e^{-\delta W}-J_n(0)=\frac{\beta J}{\delta}\left(1-e^{-\delta W}\right). \tag{1}$$

**Electron injection.** No holes enter from the right, so $J_p(W)=0$ and $J_n(W)=J$. Multiply (1) by $\delta$ and collect the terms in $J$:

$$J\left[\delta e^{-\delta W}-\beta+\beta e^{-\delta W}\right]=\delta J_n(0).$$

Since $\delta+\beta=\alpha$, the bracket equals $\alpha e^{-\delta W}-\beta$. The multiplication is

$$M_n=\frac{J}{J_n(0)}=\frac{\delta}{\alpha e^{-\delta W}-\beta}. \tag{2}$$

**Hole injection.** If instead holes enter at $x=W$ and no electrons enter at $x=0$, then $J_n(0)=0$ and $J_n(W)=J-J_p(W)$. Equation (1), multiplied by $\delta$, becomes

$$\delta\left[J-J_p(W)\right]e^{-\delta W}=\beta J\left(1-e^{-\delta W}\right).$$

Collecting $J$ as before,

$$J\left(\alpha e^{-\delta W}-\beta\right)=\delta e^{-\delta W}J_p(W),$$

and multiplying by $e^{\delta W}$,

$$M_p=\frac{J}{J_p(W)}=\frac{\delta}{\alpha-\beta e^{\delta W}}=e^{-\delta W}M_n. \tag{3}$$

With $\alpha>\beta$, injected electrons are multiplied more than injected holes, but both factors diverge at the same width.

## The breakdown width

As $W\to0$ the denominator of (2) tends to $\alpha-\beta=\delta$, so $M_n\to1$, as it must. The denominator then falls steadily with $W$ and vanishes when $\alpha e^{-\delta W}=\beta$, that is, at

$$W_B=\frac{\ln(\alpha/\beta)}{\alpha-\beta}. \tag{4}$$

For the given coefficients

$$W_B=\frac{\ln 20}{1.9\times10^{4}\ \mathrm{cm^{-1}}}=\frac{2.9957}{1.9\times10^{4}\ \mathrm{cm^{-1}}}=1.577\times10^{-4}\ \mathrm{cm}=1.577\ \mathrm{\mu m}.$$

The required width is thus near $1.6\ \mathrm{\mu m}$, well above the $0.95\ \mathrm{\mu m}$ of the tempting solution.

The same width follows from asking when a current can exist with no injection at all. Integrating the two current equations numerically from $J_n=0$, $J_p=1$ at $x=0$, one finds that $J_p$ reaches zero at $x=1.5767\ \mathrm{\mu m}$. A region of that width can carry a steady current although nothing enters at either edge.

## Why nothing finite lies beyond

Above $W_B$ equation (2) still returns a number. At $W=1.80\ \mathrm{\mu m}$ it gives $M_n=-54.95$. A negative multiplication of positive currents is meaningless, but the sign alone does not say what happens instead. The generations do, and they also repair the tempting argument.

Let $g_k(x)$ be the rate, per unit length, at which pairs of generation $k$ are born at $x$, in the same charge units as the currents. Every electron born to the left of $x$ passes $x$, and so does every hole born to the right of it. A carrier that ionises survives and travels on. Hence

$$g_{k+1}(x)=\alpha\int_0^x g_k(x')\,dx'+\beta\int_x^W g_k(x')\,dx'. \tag{5}$$

Look for a distribution that keeps its shape from one generation to the next. Try $\varphi(x)=e^{\kappa x}$. The right-hand side of (5) becomes

$$\frac{\alpha}{\kappa}\left(e^{\kappa x}-1\right)+\frac{\beta}{\kappa}\left(e^{\kappa W}-e^{\kappa x}\right)
=\frac{\delta}{\kappa}e^{\kappa x}+\frac{\beta e^{\kappa W}-\alpha}{\kappa}.$$

The constant term vanishes if $e^{\kappa W}=\alpha/\beta$, so $\kappa=\ln(\alpha/\beta)/W$. The shape $\varphi$ is then reproduced with the factor

$$\mu=\frac{\delta}{\kappa}=\frac{(\alpha-\beta)W}{\ln(\alpha/\beta)}=\frac{W}{W_B}. \tag{6}$$

It remains to show that this factor governs the actual avalanche. For electron injection the first generation is $g_1=\alpha J_n(0)$, independent of $x$. The function $\varphi$ rises from $1$ at $x=0$ to $\alpha/\beta$ at $x=W$, so $g_1$ lies between two multiples of it:

$$\beta J_n(0)\,\varphi(x)\le g_1(x)\le\alpha J_n(0)\,\varphi(x).$$

Operation (5) adds contributions with positive weights, and therefore preserves such inequalities. Applying it $k-1$ times gives

$$\beta J_n(0)\,\mu^{k-1}\varphi(x)\le g_k(x)\le\alpha J_n(0)\,\mu^{k-1}\varphi(x).$$

The total output is the injected current plus the sum of all generations. If $\mu<1$, the upper bound is a convergent geometric series, the sum is finite, and it is the steady solution (2). If $\mu\ge1$, the terms of the lower bound do not decrease, and the sum is infinite. Hole injection starts from $g_1=\beta J_p(W)$, also a positive constant, and the same argument applies.

The threshold is therefore $W=W_B$, and a steady injection into a wider region produces a mean current that grows without limit within this model. This is a statement about the mean. A single injected electron may still cross without ionising, with probability $e^{-\alpha W}$, and then starts no avalanche.

## The tempting average, corrected

The argument of one successor per pair becomes correct when $N(x)$ is averaged over the persistent distribution $\varphi$ instead of an even one. Let $m$ be the mean birth position in units of $W$. Then

$$\mu=\alpha W(1-m)+\beta Wm=W(\alpha-\delta m).$$

Solving for $m$ and using (6) in the form $\mu/(\delta W)=1/\ln(\alpha/\beta)$,

$$m=\frac{\alpha}{\delta}-\frac{1}{\ln(\alpha/\beta)}=\frac{20}{19}-\frac{1}{2.9957}\approx0.72 .$$

In the persistent distribution births are centred at 72 % of the way across, not at 50 %. (All generations together, which include the evenly spread first one, are centred at 65 % for $W=1\ \mathrm{\mu m}$.) At $W=1\ \mathrm{\mu m}$ this shift lowers the number of successors per pair from 1.05 to $\mu=0.634$. The successive ratios of the generations quoted earlier, $2.100/2.000=1.05$, $1.603/2.100=0.76$ and $1.052/1.603=0.66$, show the distribution moving from the even one towards $\varphi$.

## Limiting cases

**Equal coefficients.** Let $\beta\to\alpha$, so that $\delta\to0$. Then $\ln(\alpha/\beta)=-\ln(1-\delta/\alpha)\to\delta/\alpha$, and (4) gives $W_B\to1/\alpha$. With both coefficients at $2\times10^4\ \mathrm{cm^{-1}}$ the width is $0.500\ \mathrm{\mu m}$. In this limit $\kappa\to0$, the persistent distribution is even, and the tempting formula $2/(\alpha+\beta)$ is right. The multiplication follows by expanding the denominator of (2) to first order in $\delta$:

$$\alpha(1-\delta W)-(\alpha-\delta)=\delta(1-\alpha W),\qquad M_n\to\frac{1}{1-\alpha W}.$$

**Holes that do not ionise.** For $\beta\to0$, equation (2) gives $M_n\to e^{\alpha W}$. This is large for a wide region but finite at every finite width, and correspondingly $W_B\to\infty$. At $W=1.577\ \mathrm{\mu m}$ the multiplication would be 23.42. What turns this number into a divergence is the weak ionisation by holes. They carry the avalanche back towards $x=0$, where new electrons have a long path ahead of them. Near breakdown, therefore, even a hole coefficient 20 times smaller than that of electrons cannot be dropped. In a narrow region it matters little: at $W=0.5\ \mathrm{\mu m}$, $e^{\alpha W}=2.72$, while the full formula gives 2.82.

**Close to breakdown.** Put $W=W_B-s$ with $s>0$. Since $\alpha e^{-\delta W_B}=\beta$, the denominator of (2) is $\beta(e^{\delta s}-1)$, and for $\delta s\ll1$

$$M_n\approx\frac{1}{\beta s},\qquad M_p\approx\frac{1}{\alpha s}.$$

The second form follows from (3), because $e^{-\delta W}\to\beta/\alpha$. At $s=1\ \mathrm{nm}$ the first law gives $10\,000$, and the full solution gives 9991.

## Reading the numbers

At $W=1\ \mathrm{\mu m}$, $\delta W=1.9$ and $e^{-1.9}=0.1496$, so

$$M_n=\frac{19\,000}{20\,000\times0.1496-1000}\approx9.54 .$$

Other widths follow in the same way:

| $W$ (µm) | $M_n$ | $M_p$ |
|---|---|---|
| 0.50 | 2.82 | 1.09 |
| 1.00 | 9.54 | 1.43 |
| 1.50 | 121 | 7.0 |
| 1.55 | 365 | 19.2 |

Summing the generations at $1\ \mathrm{\mu m}$ gives 9.541, in agreement with (2). A random simulation of $200\,000$ injected electrons, in which every carrier ionises independently along its path, gives 9.52.

The last $50\ \mathrm{nm}$ in the table triple $M_n$. A high stable gain near threshold would therefore need very close control of width and field. The rounded width of $1.6\ \mathrm{\mu m}$ lies slightly beyond breakdown: there each generation, once the distribution has settled into $\varphi$, is 1.015 times the one before.

## Beside a real silicon region

The electron coefficient is of the size found in silicon at roughly $0.35\ \mathrm{MV/cm}$; the hole coefficient is low for that field. There the breakdown width corresponds to a voltage of $0.35\ \mathrm{MV/cm}\times1.577\ \mathrm{\mu m}\approx55\ \mathrm{V}$. The least certain input is $\beta$: in silicon at such fields published fits for it differ by a factor of two or more, and a few times $10^3\ \mathrm{cm^{-1}}$ is more realistic than $10^3\ \mathrm{cm^{-1}}$. With $\beta=5\times10^3\ \mathrm{cm^{-1}}$ and $\alpha$ unchanged, (4) gives $0.924\ \mathrm{\mu m}$. Real devices also break the assumption of local ionisation, since a newborn carrier must first gain energy from the field. For the given coefficients this raises the width by about 3 to 16 %, depending on how the coefficients are read, as estimated next; with the larger $\beta$ the same estimates give 5 to 18 %. The value $1.6\ \mathrm{\mu m}$ thus belongs to the stated coefficients and is not a design width for silicon.

The estimates below hold the field, or its peak, at $0.35\ \mathrm{MV/cm}$ and use rough silicon-like parameters.

*Dead space.* With an ionisation threshold of $1.7\ \mathrm{eV}$, a carrier must travel $1.7\ \mathrm{V}/(0.35\ \mathrm{MV/cm})=48.6\ \mathrm{nm}$ after its birth, and after each ionisation, before it can ionise. If the given coefficients are read as inverse mean distances between ionisations, the breakdown width becomes $1.72\ \mathrm{\mu m}$. If they are read as the rates that apply once the dead space has been crossed, it becomes $1.83\ \mathrm{\mu m}$. These two readings raise the width by 9 and 16 %. Coefficients fitted to measured multiplication with the local model already contain most of the dead space. If $\alpha$ is read as the growth rate of an avalanche of electrons alone, with both electrons starting a dead space $d$ after each ionisation, the rate $\alpha^*$ beyond the dead space obeys $2\alpha^*e^{-\alpha d}=\alpha^*+\alpha$, and likewise for holes. The width is then $1.62\ \mathrm{\mu m}$, only 3 % larger. The threshold itself is rough: the first two readings give 7 and 12 % for $1.2\ \mathrm{eV}$, and 13 and 23 % for $2.5\ \mathrm{eV}$ (electrons) and $3.0\ \mathrm{eV}$ (holes).

*Temperature.* Suppose the coefficients hold at $300\ \mathrm{K}$ and vary with field $F$ as $e^{-b/F}$, with $b=1.2\ \mathrm{MV/cm}$ for electrons and $2.0\ \mathrm{MV/cm}$ for holes. Suppose also that heating acts by shortening the mean free path against phonons of energy $E_p=63\ \mathrm{meV}$, so that field and path enter as a product. Emission and absorption of phonons together make the scattering rate proportional to $2n+1=\coth(E_p/2k_BT)$, where $n$ is the mean phonon number, so the path is proportional to $\tanh(E_p/2k_BT)$. At $350\ \mathrm{K}$ the coefficients fall to about $15\,400$ and $650\ \mathrm{cm^{-1}}$, and the width rises to $2.15\ \mathrm{\mu m}$. In a device of fixed width the field would have to rise instead, by 7.6 % in this model, to restore the original coefficients. The model keeps the prefactor of each coefficient fixed. If the prefactor also grows as the inverse of the path, the width at $350\ \mathrm{K}$ is $2.00\ \mathrm{\mu m}$, and a field rise of 5.7 % restores breakdown at the original width. These figures therefore show the direction of the effect, while its size depends on the model: in silicon the shift can be smaller by a factor of two or more.

*Background doping.* A doping of $10^{14}\ \mathrm{cm^{-3}}$ makes the field fall by 0.70 % across the region. With donors and the peak held fixed at $x=0$, the width becomes $1.598\ \mathrm{\mu m}$, an increase of 1.3 %. With acceptors and the peak at $x=W$ the increase is 1.6 %.

*Charge of the moving carriers.* Carriers of one sign drifting at $10^7\ \mathrm{cm/s}$ change the field across the region by 1 % at about $230\ \mathrm{A/cm^2}$. The theory with a fixed field describes the onset of breakdown at much smaller currents. It does not describe the current that finally flows, which depends on this charge, on heating and on the external circuit.

*Tunnelling.* For a triangular barrier with a gap of $1.12\ \mathrm{eV}$ and a mass of $0.1$ electron masses, the tunnelling factor is $e^{-73.2}\approx2\times10^{-32}$, which is negligible here. Pairs supplied in this way at a fixed rate would in any case act as further injection. They would add to the starting current and leave the factor $\mu$, and with it $W_B$, unchanged.

The remaining computed values are in the numerical output.

## Values computed for the example and the checks

```
electron coefficient: 20000 /cm
hole coefficient: 1000 /cm
difference of coefficients: 19000 /cm
ln(alpha/beta): 2.9957
breakdown width, formula: 1.5767 um
breakdown width, shooting: 1.5767 um
W=0.50 um: M_n=2.821, M_p=1.091
W=1.00 um: M_n=9.541, M_p=1.427
W=1.50 um: M_n=121.107, M_p=7.005
W=1.55 um: M_n=365.095, M_p=19.205
formula M_n at W=1.80 um: -54.95
M_n at 1 nm below breakdown width: 9991
near-threshold law at 1 nm below: 10000
pairs per injected electron, W=1 um, generations 1-4: 2.000, 2.100, 1.603, 1.052
M_n at W=1 um, sum of generations: 9.541
M_n at W=1 um, Monte Carlo: 9.52
generation ratio at W=1.0 um: 0.6342
generation ratio at W=1.6 um: 1.0148
generation ratio at W=1.8 um: 1.1416
M_n at breakdown width if holes did not ionise: 23.42
breakdown width if beta=alpha: 0.500 um
chosen field: 0.35 MV/cm
breakdown voltage: 55.2 V
raised hole coefficient: 5000 /cm
breakdown width with raised hole coefficient: 0.924 um
rough ionisation threshold: 1.7 eV
dead space: 48.6 nm
width with dead space, mean path kept: 1.723 um
width with dead space, later rate kept: 1.832 um
rough field slopes, electron and hole: 1.2, 2.0 MV/cm
background doping: 1e+14 /cm3
field drop over W_B from doping: 0.70 %
breakdown width with this doping: 1.598 um
rough phonon energy: 63 meV
coefficients at 350 K, same field: 15390, 646 /cm
breakdown width at 350 K, same field: 2.15 um
field rise that offsets the heating: 7.6 %
rough drift velocity: 1e+07 cm/s
current density for 1 % field change: 230 A/cm2
rough gap and tunnel mass: 1.12 eV, 0.1 m_e
tunnelling exponent: 73.2
tunnelling factor: 2e-32
```
